\section*{Methfessel--Paxton smearing: unphysical occupations and negative smeared density of states, part 1}

(Sections cited here and not found follow in the second part.)

\section*{Question: Methfessel--Paxton occupations outside $[0,1]$ and a ``negative density of states''}

I am stuck on an exercise about smearing in Brillouin-zone integration. First-order Methfessel--Paxton smearing replaces the delta function by
\begin{equation}
d(x)=\frac{1}{\sqrt{\pi}}\left(\tfrac32-x^2\right)e^{-x^2}.
\end{equation}
I am asked (a) to show that the occupations reach about $-0.035$ and $1.035$ at $x=\pm\sqrt{3/2}$, and (b) to construct a case with a negative density of states.

For (a) I see that $d$ vanishes at $\pm\sqrt{3/2}$, but I do not see which sign of $x$ goes with which value, nor why these are the extreme values overall. For (b) I do not understand what is meant. A density of states counts states, so how can it be negative? If it only means that one broadened level has negative wings, would that not average away on a dense $k$-mesh? And if it survives, does it do any harm to the Fermi level or the free energy?

\section*{Answer}

The wording of (b) is loose. The true density of states $g(\varepsilon)$ counts states and is never negative. What becomes negative is the smeared density of states, which is the derivative of the electron count with respect to the chemical potential. At every energy farther than $\sqrt{3/2}$ smearing widths from all states (the middle of a gap wider than $2\sqrt{3/2}$ widths, or far enough outside the spectrum) it stays negative on a converged mesh, and it can make the Fermi level non-unique.

\subsection*{Conventions}

I use Hartree atomic units, one spin channel (double all counts for a spin-degenerate system) and quantities per cell. The spectrum is held fixed: independent electrons, no self-consistency. For a level $\varepsilon$, chemical potential $\mu$ and width $\sigma>0$,
\begin{equation}
x=\frac{\varepsilon-\mu}{\sigma},\qquad f(x)=\int_x^\infty d(u)\,du ,\qquad x_0=\sqrt{3/2},
\end{equation}
so positive $x$ means a level above $\mu$. With the opposite sign convention for $x$ the two extrema trade places. The true density of states $g\ge0$ may be a continuous function or a sum $\sum_{nk}w_k\,\delta(\varepsilon-\varepsilon_{nk})$ over a mesh with positive weights $w_k$. The electron count and the smeared density of states are
\begin{equation}
N(\mu)=\int g(\varepsilon)\,f\!\left(\frac{\varepsilon-\mu}{\sigma}\right)d\varepsilon,\qquad
g_\sigma(E)=\int g(\varepsilon)\,\frac1\sigma\, d\!\left(\frac{\varepsilon-E}{\sigma}\right)d\varepsilon .
\label{eq:defs}
\end{equation}
The definition of $f$ gives $f'=-d$, and $\partial x/\partial\mu=-1/\sigma$, so the two signs cancel and
\begin{equation}
\frac{dN}{d\mu}=g_\sigma(\mu).
\label{eq:dN}
\end{equation}

\subsection*{Why the kernel must have negative parts}

Let $d_0=e^{-x^2}/\sqrt\pi$. The Methfessel--Paxton kernel of first order is $\sum_{n=0}^{1}A_nH_{2n}(x)e^{-x^2}$ with $A_n=(-1)^n/(n!\,4^n\sqrt\pi)$. With $H_0=1$ and $H_2=4x^2-2$ this is $d_0\,[1-(4x^2-2)/4]=d_0\,(\tfrac32-x^2)$, your kernel. Since $d_0'=-2x\,d_0$ and $d_0''=(4x^2-2)\,d_0$, the same thing reads
\begin{equation}
d=d_0-\tfrac14 d_0'' .
\label{eq:curv}
\end{equation}

The moments $I_n=\int x^nd_0\,dx$ follow from writing $x\,d_0=-d_0'/2$ and integrating by parts, which gives $I_{n+2}=\frac{n+1}{2}I_n$. Starting from the Gaussian integral $I_0=1$, one finds $I_2=\tfrac12$, $I_4=\tfrac34$, $I_6=\tfrac{15}{8}$. The moments $M_n=\tfrac32I_n-I_{n+2}$ of $d$ are then
\begin{equation}
M_0=\tfrac32-\tfrac12=1,\qquad M_2=\tfrac34-\tfrac34=0,\qquad M_4=\tfrac98-\tfrac{15}{8}=-\tfrac34 ,
\end{equation}
and odd moments vanish because $d$ is even.

The purpose of $M_2=0$ appears on integrating $N$ by parts. Let $\mathcal N(\varepsilon)=\int_{-\infty}^\varepsilon g$ be the unsmeared count. The boundary terms vanish, because $\mathcal N=0$ below the spectrum and $f$ decays as a Gaussian above, leaving $N(\mu)=\int\mathcal N(\mu+\sigma x)\,d(x)\,dx$. If $g$ is smooth on the scale $\sigma$ around $\mu$, a Taylor expansion of $\mathcal N$ gives
\begin{equation}
N(\mu)=\mathcal N(\mu)+\frac{\sigma^2M_2}{2}\,g'(\mu)+\frac{\sigma^4M_4}{24}\,g'''(\mu)+\dots
\end{equation}
The $\sigma^2$ error is removed and the leading error in the count is $-\sigma^4g'''/32$. The price is unavoidable: if $d\ge0$ everywhere, then $x^2d\ge0$, and $\int x^2d\,dx=0$ would force $d=0$ almost everywhere, contradicting $M_0=1$. Any normalized kernel with vanishing second moment is negative somewhere. The expansion also shows where the benefit is lost: at a band edge $g$ is not smooth, the series does not apply and the order of the error need not improve. For $\mu$ at the upper edge of a wide flat band of height $g_0$, $\mathcal N(\mu+\sigma x)-\mathcal N(\mu)=g_0\sigma\min(x,0)$, so the error in the count is $-g_0\sigma\int_0^\infty x\,d\,dx=-g_0\sigma/(4\sqrt\pi)$: first order in $\sigma$, and only a factor of two below the Gaussian value $-g_0\sigma/(2\sqrt\pi)$.

\subsection*{Part (a): the extreme occupations}

Integrate the $u^2$ term by parts, using $u\,e^{-u^2}=-\tfrac12\,\frac{d}{du}e^{-u^2}$:
\begin{equation}
\int_x^\infty u^2e^{-u^2}du=\Big[-\tfrac u2e^{-u^2}\Big]_x^\infty+\tfrac12\int_x^\infty e^{-u^2}du=\tfrac x2e^{-x^2}+\tfrac12\int_x^\infty e^{-u^2}du .
\end{equation}
With $\int_x^\infty e^{-u^2}du=\tfrac{\sqrt\pi}{2}\operatorname{erfc}x$ and $\tfrac32-\tfrac12=1$,
\begin{equation}
f(x)=\tfrac12\operatorname{erfc}x-\frac{x\,e^{-x^2}}{2\sqrt\pi}.
\label{eq:f}
\end{equation}
Because $d$ is even, $f(-x)=\int_{-x}^\infty d=\int_{-\infty}^{x}d=M_0-f(x)$, that is
\begin{equation}
f(-x)=1-f(x).
\label{eq:sym}
\end{equation}

The slope $f'=-d=(x^2-\tfrac32)\,d_0$ vanishes only at $\pm x_0$, is positive for $|x|>x_0$ and negative for $|x|<x_0$. The limits are $f(-\infty)=1$ and $f(+\infty)=0$. The curve therefore has three monotone pieces. It rises from $1$ on $(-\infty,-x_0)$, so it exceeds $1$ on that whole piece. It falls on $(-x_0,x_0)$. It rises towards $0$ on $(x_0,\infty)$, so it is negative on that whole piece. Every value on the first piece lies between $1$ and $f(-x_0)$, every value on the last between $f(x_0)$ and $0$, and every value on the middle piece between $f(x_0)$ and $f(-x_0)$. Hence $-x_0$ is the global maximum and $+x_0$ the global minimum: levels somewhat above $\mu$ get negative occupation, levels somewhat below get more than one electron.

At $x_0=1.224745$ the second term of \eqref{eq:f} is $\sqrt{3/2}\,e^{-3/2}/(2\sqrt\pi)=\sqrt{3/(8\pi)}\,e^{-3/2}$, so
\begin{align}
f_{\min}&=\tfrac12\operatorname{erfc}\sqrt{\tfrac32}-\sqrt{\tfrac{3}{8\pi}}\,e^{-3/2}=0.041632-0.077090=-0.035458,\\
f_{\max}&=1-f_{\min}=1.035458 .
\end{align}
The two negative wings of $d$ are $|x|>x_0$, and each integrates to $f(x_0)$ by definition, so the total negative weight is $2f_{\min}=-0.070916$. The zero of $f$ can only lie on the falling piece, where it is unique; numerically it is $x_z=0.841882$. Thus $f<0$ for every $x>x_z$, and by \eqref{eq:sym} $f>1$ for every $x<-x_z$.

\subsection*{The generalized entropy}

The entropy that goes with a kernel is fixed by asking that the occupations make the free energy stationary. Take $\omega=\varepsilon f-\sigma s-\mu f$ for one level and vary $f$: $\partial\omega/\partial f=\varepsilon-\mu-\sigma\,ds/df$ vanishes at the prescribed occupation if $ds/df=x$. In terms of $x$ this is $s'=xf'=-x\,d$, and $s(\infty)=0$ gives $s(x)=\int_x^\infty u\,d(u)\,du$. The two integrals needed are $\int_x^\infty ue^{-u^2}du=\tfrac12e^{-x^2}$ and, by parts,
\begin{equation}
\int_x^\infty u^3e^{-u^2}du=\Big[-\tfrac{u^2}{2}e^{-u^2}\Big]_x^\infty+\int_x^\infty ue^{-u^2}du=\tfrac12(x^2+1)e^{-x^2}.
\end{equation}
Therefore
\begin{equation}
s(x)=\frac{e^{-x^2}}{\sqrt\pi}\left[\tfrac34-\tfrac12x^2-\tfrac12\right]=\frac{(1-2x^2)\,e^{-x^2}}{4\sqrt\pi}.
\end{equation}
It equals $0.141047$ at $x=0$, changes sign at $|x|=1/\sqrt2=0.707107$ and is $-0.062944$ at $x_0$. It is a bookkeeping function and has no statistical meaning.

Two things follow. First, $f(x)$ is not invertible: each value between $f_{\min}$ and $0$ is taken once on the falling piece and once on the last rising piece, so $s$ as a function of $f$ has branches. On a branch, $d^2s/df^2=dx/df=-1/d(x)$, so $\partial^2\omega/\partial f^2=\sigma/d(x)$. The stationary point is a minimum with respect to $f$ for $|x|<x_0$ and a maximum for $|x|>x_0$. Second, sum over levels: with $\mathcal E=\int g\,\varepsilon f$ and $S=\int g\,s$,
\begin{equation}
\Omega(\mu)=\mathcal E-\sigma S-\mu N=\sigma\int g(\varepsilon)\,[\,xf(x)-s(x)\,]\,d\varepsilon .
\end{equation}
Since $(xf-s)'=f+xf'-s'=f$ and $\partial x/\partial\mu=-1/\sigma$,
\begin{equation}
\frac{d\Omega}{d\mu}=-N,\qquad\frac{d^2\Omega}{d\mu^2}=-g_\sigma .
\label{eq:omega}
\end{equation}
With a kernel that is positive everywhere, such as $d_0$, one has $g_\sigma>0$ and $\Omega$ is strictly concave, which is what makes $\mu(N)$ single valued. Here $\Omega$ is convex wherever $g_\sigma<0$.

\subsection*{Part (b): where $g_\sigma$ is negative}

\paragraph{One level.} For $g=\delta(\varepsilon-\varepsilon_0)$, $g_\sigma(E)=d(x)/\sigma$ with $x=(\varepsilon_0-E)/\sigma$, negative for $|x|>x_0$. The product rule gives $d'=[-2x-2x(\tfrac32-x^2)]\,d_0=-2x(\tfrac52-x^2)\,d_0$. Apart from the central maximum, the stationary points are $|x|=\sqrt{5/2}=1.581139$, where $d=(\tfrac32-\tfrac52)\,d_0=-e^{-5/2}/\sqrt\pi=-0.046312$.

\paragraph{General statement.} Suppose the spectrum is not empty and $E$ is farther than $x_0\sigma$ from every point of it. Then $|\varepsilon-E|/\sigma>x_0$ wherever $g$ has weight, the kernel in \eqref{eq:defs} is strictly negative there, and $g\ge0$, so
\begin{equation}
g_\sigma(E)<0 .
\label{eq:thm}
\end{equation}
This answers your doubt about the mesh. Inside a band the negative wings of one level are overlaid by the positive centres of its neighbours. Deep enough in a gap there are no neighbours within $x_0\sigma$, and adding $k$-points only adds more negative wings. The argument uses nothing about the mesh except positive weights, so it holds for the exact integral. A gap wider than $2x_0\sigma$ always contains such a window, and so does the region below the lowest band. The magnitude carries the factor $e^{-x^2}$, so many widths away from all states $g_\sigma$ is negative but negligibly small.

A local form of the criterion comes from \eqref{eq:curv}. Let $G(E)$ be the density of states smeared with $d_0$, which is positive everywhere. Two derivatives with respect to $E$ bring $(-1/\sigma)^2d_0''$ under the integral, so
\begin{equation}
g_\sigma(E)=G(E)-\frac{\sigma^2}{4}\,G''(E).
\label{eq:local}
\end{equation}
The smeared density is negative exactly where the Gaussian-smeared one is strongly convex relative to its own value, $G''>4G/\sigma^2$.

\paragraph{A flat band.} Take $g=g_0$ on $[-W,0]$. Substituting $u=(\varepsilon-E)/\sigma$, then using that $d$ is even,
\begin{equation}
g_\sigma(E)=g_0\int_{-(E+W)/\sigma}^{-E/\sigma}d(u)\,du=g_0\int_{E/\sigma}^{(E+W)/\sigma}d(u)\,du=g_0\left[f\!\left(\tfrac E\sigma\right)-f\!\left(\tfrac{E+W}{\sigma}\right)\right].
\end{equation}
For $W\gg\sigma$ and $E$ near the upper edge the second term is negligible, $f(w)\simeq-w\,e^{-w^2}/(2\sqrt\pi)$ with $w=(E+W)/\sigma\gg1$, and the smeared density copies the occupation curve. Its minimum is $g_0f_{\min}$ at $E=x_0\sigma$; direct quadrature for $W=20\sigma$ gives $-0.035458\,g_0$ at $E/\sigma=1.2247$. This is already a continuum example with no mesh at all. It also turns negative at $x_z\sigma\approx0.84\,\sigma$ from the edge, closer than $x_0\sigma$, so the distance condition in \eqref{eq:thm} is sufficient and not necessary.

\subsection*{Consequence: several chemical potentials}

Let the spectrum be symmetric, $g(-\varepsilon)=g(\varepsilon)$, with total weight $2$, and ask for half filling, $N=1$. Substituting $\varepsilon\to-\varepsilon$ and using \eqref{eq:sym},
\begin{equation}
N(-\mu)=\int g(\varepsilon)f\!\left(\frac{\varepsilon+\mu}{\sigma}\right)d\varepsilon=\int g(\varepsilon)f\!\left(-\frac{\varepsilon-\mu}{\sigma}\right)d\varepsilon=2-N(\mu).
\end{equation}
So $N-1$ is odd and $\mu=0$ is a solution. If $g_\sigma(0)<0$, then by \eqref{eq:dN} $N-1$ is negative just above zero, while $N-1\to+1$ as $\mu\to\infty$. Continuity gives a root $\mu^*>0$ and oddness gives $-\mu^*$: there are at least three solutions. The argument does not exclude more; the exact counts below are numerical, for the cases computed.

The smallest example has two levels at $\pm a\sigma$. With $m=\mu/\sigma$,
\begin{equation}
N-1=f(a-m)+f(-a-m)-1=f(a-m)-f(a+m),
\end{equation}
and the slope with respect to $m$ at $m=0$ is $2d(a)$, negative exactly when $a>x_0$. A scan for sign changes finds one root for $a=1.0$ and $a=1.2$, where $2d(a)=0.20755$ and $0.01604$, and three for $a=1.25$ and $a=2.0$, where $2d(a)=-0.01478$ and $-0.05167$. The outer roots are $m=\pm0.1922$ and $\pm1.1579$. At a root with $m>0$ the two different arguments $a-m<a+m$ give the same $f$, so they lie on different monotone pieces; since $a+m>x_0$ is on the last rising piece and $f$ is negative there, $a-m$ is on the falling one. For large $a$ the term $f(a+m)$ is a tiny negative number, so the outer root has $f(a-m)$ just below zero, $a-m$ just above $x_z$. For $a=2$ indeed $2-1.1579=0.8421$, against $x_z=0.8419$.

First-order Methfessel--Paxton occupations range from $-0.035458$ to $1.035458$, and the smeared density of states is negative at every energy farther than $x_0\sigma$ from all states, which can give several chemical potentials at half filling. It remains to work this out for a gapped chain: mesh convergence, the Fermi levels and their free energies, and the smearing width at which the midgap effect disappears.
